# Diffusion flux of radicals into a partially absorbing wall

**Result.** A wall removes a fraction $\beta$ of the radicals that strike it, by sticking or by recombination, and returns the rest. If $n$ is the radical density that the diffusion solution takes at the wall and $\bar v$ is the thermal mean speed, the net flux into the wall is

$$
\Gamma=\frac{n\bar v}{4}\,\frac{\beta}{1-\beta/2},\qquad 0\le\beta\le 1. \tag{1}
$$

This is a closure relation, not an exact theorem of kinetic theory. The assumption behind it is isolated in section 2. Its error is measured in section 5 for one collision model: elastic, isotropic scattering from a heavy gas with a mean free path independent of speed.

Fluxes are numbers of radicals per unit area and time. The incident flux $\Gamma_+$ and the reflected flux $\Gamma_-$ are both positive, and the net flux $\Gamma=\Gamma_+-\Gamma_-$ is positive into the wall. The radicals are dilute, gas and wall share the temperature $T$, and $\beta$ does not depend on speed or angle. Until section 2 says otherwise, the wall emits no radicals other than those it reflects. SI units are used.

## 1. Simple case: two half-Maxwellians

Let $\mu$ be the cosine of the angle between a radical's velocity and the direction toward the wall. For a Maxwellian of unit density, the fraction of radicals in $dv\,d\mu$ is $\tfrac12F(v)\,dv\,d\mu$, where

$$
F(v)=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}v^2e^{-\alpha v^2},\qquad \alpha=\frac{m}{2k_BT}.
$$

Here $m$ is the radical mass. Since $\int_0^\infty v^3e^{-\alpha v^2}dv=1/(2\alpha^2)$, the mean speed is

$$
\bar v=\int_0^\infty vF\,dv=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8k_BT}{\pi m}} .
$$

Suppose that the radicals reach the wall from a distant reservoir of density $n_r$ without collisions on the way. The incoming half of velocity space then has the Maxwellian form with amplitude $n_r$. It contributes $n_r/2$ to the density, and its flux is

$$
\Gamma_+=n_r\int_0^\infty vF\,dv\;\frac12\int_0^1\mu\,d\mu=\frac{n_r\bar v}{4}.
$$

Let the returning radicals also form a half-Maxwellian at temperature $T$. Its amplitude must be $(1-\beta)n_r$, because the fraction $1-\beta$ of the incident flux returns. The actual density at the wall and the net flux are

$$
n=\frac{n_r}{2}+\frac{(1-\beta)n_r}{2}=n_r\left(1-\frac\beta2\right),\qquad
\Gamma=\Gamma_+-(1-\beta)\Gamma_+=\frac{\beta n_r\bar v}{4}.
$$

Substituting $n_r=n/(1-\beta/2)$ gives equation (1). In this case the factor $1-\beta/2$ is a depletion: absorbed radicals are missing from the outgoing half of velocity space, so the wall density is below the reservoir density.

*Limits.* For $\beta\to0$ both halves are full, $n\to n_r$, and $\Gamma\to\beta n\bar v/4$. For $\beta=1$ the outgoing half is empty, $n=n_r/2$, and $\Gamma=n\bar v/2$. This is the same flux as $n_r\bar v/4$, expressed through a density half as large. A flux of $n\bar v/2$ therefore does not exceed the supply of incident radicals.

## 2. Generalization: what the half-fluxes need

In a collisional gas the incoming radicals need not form a half-Maxwellian. Let $f(v_n)$ denote the velocity distribution at the wall, with $v_n$ the velocity component toward the wall and the other components understood. Then

$$
\Gamma_+=\int_{v_n>0}v_nf(v_n)\,d^3v,\qquad
\Gamma_-=\int_{v_n>0}v_nf(-v_n)\,d^3v .
$$

Half the sum of these fluxes is

$$
E=\frac{\Gamma_++\Gamma_-}{2}=\int_{v_n>0}v_n\,\frac{f(v_n)+f(-v_n)}{2}\,d^3v ,
$$

which involves the part of $f$ even in $v_n$. Half the difference is $\Gamma/2$ and involves the odd part. Adding and subtracting gives an identity that holds for any distribution:

$$
\Gamma_+=E+\frac\Gamma2,\qquad \Gamma_-=E-\frac\Gamma2. \tag{2}
$$

The density is also set by the even part, since the odd part integrates to zero. The closure is to give the even part the one-way flux of a Maxwellian with the same density:

$$
E=\frac{n\bar v}{4}. \tag{3}
$$

The wall imposes $\Gamma_-=(1-\beta)\Gamma_+$, so that $\Gamma=\Gamma_+-\Gamma_-=\beta\Gamma_+$. With (2) and (3),

$$
\Gamma=\beta\left(\frac{n\bar v}{4}+\frac{\Gamma}{2}\right).
$$

Moving the term in $\Gamma$ to the left gives

$$
\Gamma\left(1-\frac\beta2\right)=\frac{\beta n\bar v}{4},
$$

and division by $1-\beta/2$ gives (1). The uncorrected expression $\beta n\bar v/4$ results from using $n\bar v/4$ as the incident flux. It leaves out the excess $\Gamma/2$ that accompanies a net drift toward the wall.

*Check on section 1.* The even part of the two half-Maxwellians is a Maxwellian with amplitude $\tfrac12[n_r+(1-\beta)n_r]=n$. Condition (3) therefore holds in that case.

*A wall that also emits.* If the wall releases radicals at a rate $S$ per unit area, the condition becomes $\Gamma_-=(1-\beta)\Gamma_++S$. Then $\Gamma=\beta\Gamma_+-S$, and the same algebra gives

$$
\Gamma=\frac{\beta n\bar v/4-S}{1-\beta/2}.
$$

The net flux vanishes when $S=\beta n\bar v/4$, as it must when emission balances loss from an isotropic gas. Below, $S=0$.

## 3. A collisional gas with a weak gradient

Let $s$ be the distance from the wall into the gas. A radical moving toward the wall has $ds/dt=-v\mu$. Take elastic, isotropic scattering from a heavy background gas, with a mean free path $\lambda$ independent of speed. Scattering then changes direction but not speed, and the steady transport equation is

$$
-v\mu\frac{\partial f}{\partial s}=-\frac v\lambda\left(f-\langle f\rangle\right),\qquad \langle f\rangle=\frac12\int_{-1}^1f\,d\mu. \tag{4}
$$

Try $f=n(s)F(v)(1+a\mu)$, normalized with the measure $\tfrac12dv\,d\mu$. Its angular average is $nF$, so the right side is $-(v/\lambda)nFa\mu$. For a weak gradient the left side is $-v\mu Fn'$ to leading order. Equating the two gives

$$
a=\frac{\lambda n'}{n}.
$$

The density rises away from an absorbing wall, so $n'>0$ and more radicals move toward the wall than away from it. The net flux is

$$
\Gamma=n\bar v\,\frac12\int_{-1}^{1}\mu(1+a\mu)\,d\mu=\frac{n\bar va}{3}=Dn',\qquad D=\frac{\lambda\bar v}{3}. \tag{5}
$$

The sign is positive because $\Gamma$ points toward the wall while $s$ increases away from it. The incident flux is

$$
\Gamma_+=n\bar v\,\frac12\int_0^1\mu(1+a\mu)\,d\mu=n\bar v\left(\frac14+\frac a6\right)=\frac{n\bar v}{4}+\frac\Gamma2 ,
$$

in agreement with (2) and (3).

If $a$ depends on speed, $\bar va$ is replaced in both integrals by $\int vaF\,dv$, and the relation between $\Gamma_+$ and $\Gamma$ is unchanged. Numerical velocity integration tested this for constant $a$ and for $a\propto v$. At four values of $\beta$ from 0.05 to 1, the anisotropy was adjusted until the reflected flux was $(1-\beta)\Gamma_+$, and the resulting net flux agreed with (1).

*Limit of the linear form.* Comparing (5) with (1) gives, for constant $a$,

$$
\frac a3=\frac{\beta}{4-2\beta}\quad\Longrightarrow\quad a=\frac{3\beta}{4-2\beta}.
$$

The distribution is smallest at $\mu=-1$, where it is proportional to $1-a$. It becomes negative there when $3\beta>4-2\beta$, that is, when $\beta>0.8$. For a strongly absorbing wall the linear form can supply a flux balance, but it is not an acceptable distribution in every direction.

The balance also fails direction by direction at smaller $\beta$. Specular reflection would require $1-a\mu=(1-\beta)(1+a\mu)$ for every $\mu$ between 0 and 1. Solving for $\mu$ gives

$$
\mu=\frac{\beta}{a(2-\beta)}=\frac23 ,
$$

a single direction. Diffuse reflection would require an outgoing distribution independent of angle, which $1-a\mu$ is not. The true distribution must therefore differ from the linear form near the wall.

## 4. The boundary condition for the diffusion equation

Combining (5) with (1) gives

$$
D\,n'(0)=w\,n(0),\qquad w=\frac{\bar v}{4}\,\frac{\beta}{1-\beta/2}. \tag{6}
$$

The quantity $w$ is a transfer speed. Continued linearly behind the wall, the density $n(0)+n'(0)s$ reaches zero at $s=-\ell$, with

$$
\ell=\frac{n(0)}{n'(0)}=\frac Dw=\frac{4\lambda}{3}\left(\frac1\beta-\frac12\right).
$$

*Limits.* As $\beta\to0$, $\ell\to\infty$ and the density profile becomes flat at the wall. For $\beta=1$, $\ell=2\lambda/3$. Even a fully absorbing wall does not bring the diffusion density to zero at its surface, because incident radicals are still present there.

Now hold the density at $n_L$ at a distance $L$ from a plane wall, with no reactions in between. The flux is then constant across the layer, so $n_L=n(0)+\Gamma L/D$. With $n(0)=\Gamma/w$,

$$
\Gamma=\frac{n_L}{L/D+1/w}. \tag{7}
$$

Diffusion and the surface act as resistances in series. If $wL\ll D$, the surface controls the loss and $\Gamma\approx wn_L$. If $wL\gg D$, diffusion controls it, $\Gamma\approx Dn_L/L$, and the exact value of $\beta$ matters little.

## 5. Test against transport without the diffusion closure

Equation (4) can be solved near the wall without assuming a linear angular distribution. Consider first one speed $v$, for which $D=\lambda v/3$. Seek departures from the diffusion solution of the form $g(\mu)e^{-\kappa s/\lambda}$. Equation (4) becomes $(1+\kappa\mu)g=\langle g\rangle$. For $0<\kappa<1$, dividing by $1+\kappa\mu$ and averaging over $\mu$ gives

$$
1=\frac12\int_{-1}^1\frac{d\mu}{1+\kappa\mu}=\frac{\operatorname{artanh}\kappa}{\kappa},
$$

unless $\langle g\rangle=0$, in which case $g$ itself vanishes. The right side exceeds 1, so there is no such solution. The departures that remain have $\kappa\ge1$ and fall at least as fast as $e^{-s/\lambda}$. Beyond this layer the density is linear, and $n$ in (6) should be read as that line extrapolated to the wall, not as the actual density there.

For a fully absorbing wall, write the linear density as $(\Gamma/D)(s+q\lambda)$. Its value at $s=0$ is $q\lambda\Gamma/D=3q\Gamma/v$. A partially absorbing, diffusely reflecting wall follows by adding a uniform isotropic gas of density $n_u$. This addition solves (4), carries no net flux, and sends $n_uv/4$ each way. The half-fluxes are then $\Gamma_+=\Gamma+n_uv/4$ and $\Gamma_-=n_uv/4$, and the outgoing distribution is isotropic, as diffuse reflection requires. The wall condition gives

$$
\frac{n_uv}{4}=(1-\beta)\left(\Gamma+\frac{n_uv}{4}\right)
\quad\Longrightarrow\quad
\frac{n_uv}{4}=\frac{1-\beta}{\beta}\,\Gamma .
$$

The extrapolated density $n=3q\Gamma/v+n_u$ therefore obeys

$$
\frac{nv}{\Gamma}=\frac4\beta-4+3q,\qquad\text{whereas (1) gives}\qquad \frac{nv}{\Gamma}=\frac4\beta-2. \tag{8}
$$

The closure amounts to $q=2/3$. A numerical solution of (4) with 24 directions per hemisphere gives $q=0.7104$. As a cross-check, the following integral, quoted without derivation, gives the same value:

$$
q=\frac6{\pi^2}+\frac1\pi\int_0^{\pi/2}\left(\frac3{\phi^2}-\frac1{1-\phi\cot\phi}\right)d\phi .
$$

From (8), the error of (1) relative to the transport flux at the same extrapolated density is

$$
\frac{4/\beta-4+3q}{4/\beta-2}-1=\frac{(3q-2)\beta}{4-2\beta}.
$$

It vanishes as $\beta\to0$ and grows to 6.6% at $\beta=1$. The computed values of $\Gamma/(nv)$ are:

| $\beta$ | equation (1) | $\beta/4$ | diffuse | specular |
|---|---|---|---|---|
| 0.10 | 0.0263 | 0.0250 | 0.0262 | 0.0261 |
| 0.50 | 0.1667 | 0.1250 | 0.1631 | 0.1612 |
| 1.00 | 0.5000 | 0.2500 | 0.4692 | 0.4692 |

The last two columns are transport results. They coincide at $\beta=1$ because nothing is reflected. At $\beta=0.5$ equation (1) is high by 2.2% for diffuse and 3.4% for specular reflection, whereas $\beta/4$ is low by 23% and 22%, each relative to the transport value.

The distinction between extrapolated and actual density also matters. At $\beta=1$ the transport flux is $0.469\,nv$ in terms of the extrapolated density but $0.577\,nv$ in terms of the actual one. The actual density is thus about 19% below the extrapolated value. Equation (1) holds with the actual density for the half-Maxwellians of section 1, but in this collisional model it is then 13% low at $\beta=1$.

These ratios carry over to a thermal gas if $\lambda$ and $\beta$ are independent of speed and the density far from the wall is Maxwellian. Each speed then has $\Gamma(v)\propto nF(v)v$ with the same coefficient, and integration over speed replaces $v$ by $\bar v$.

The size and even the sign of the error depend on the collision model. At $\beta=1$, equation (1) is 14.7% high when collisions occur at a constant rate and restore a Maxwellian (the BGK model). It is 9.5% low for elastic isotropic scattering with $\lambda\propto v$. The 6.6% found above is therefore not a bound for a real gas, in which the radical and background masses are often comparable.

## 6. Numbers for a plane layer

Take round model parameters: $m=20$ u, $T=400$ K, $\lambda=1$ mm, $\beta=0.5$, and $n_L=10^{19}\ \mathrm{m^{-3}}$ at $L=10$ mm. The mean speed is $\bar v=650.7$ m/s, so

$$
D=\frac{(10^{-3}\ \mathrm m)(650.7\ \mathrm{m/s})}{3}=0.2169\ \mathrm{m^2/s},\qquad
w=\frac{650.7\ \mathrm{m/s}}{4}\,\frac{0.5}{0.75}=108.5\ \mathrm{m/s}.
$$

The resistances are $L/D=0.04610$ s/m and $1/w=0.00922$ s/m. Equation (7) gives

$$
\Gamma=\frac{10^{19}\ \mathrm{m^{-3}}}{(0.04610+0.00922)\ \mathrm{s/m}}=1.81\times10^{20}\ \mathrm{m^{-2}\,s^{-1}},
$$

or $1.81\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. The extrapolated wall density is $\Gamma/w=1.67\times10^{18}\ \mathrm{m^{-3}}$, one sixth of $n_L$; the actual density at the wall in the transport solution is lower, $1.59\times10^{18}\ \mathrm{m^{-3}}$ for diffuse reflection. This agrees with the extrapolation length $\ell=2$ mm, since the line falls to zero over $L+\ell=12$ mm and $2/12=1/6$.

At the wall $n\bar v/4=2.71\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}$ and $\Gamma/2=0.90\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}$. Their sum and difference are

$$
\Gamma_+=3.62\times10^{20}\ \mathrm{m^{-2}\,s^{-1}},\qquad
\Gamma_-=1.81\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}.
$$

Half the incident radicals return, as $\beta=0.5$ requires. The reflected and net fluxes are equal for the same reason.

The uncorrected condition has $w=81.3$ m/s, 25% below the value from (6), yet its flux, $1.71\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}$, is only 5.3% below the flux from (7). The surface supplies just one sixth of the total resistance, so an error in $w$ is diluted. The same dilution reduces the closure error: relative to half-space transport solutions that have the density $n_L$ at the distance $L$, (7) is high by 0.4% for diffuse and 0.6% for specular reflection.

These small errors belong to a layer ten mean free paths thick, with the linear profile continuing beyond $L$. The wall layer is thin: for diffuse reflection the density at $s=\lambda$ is within 1% of the line, and in the half-space solution (7) is within 2% at $L=\lambda$. The error also depends on how the radicals enter the gap. If an isotropic reservoir feeds it at $L$, a second layer forms there. For diffuse reflection (7) is then high by about 1.5% at $L=10\lambda$, and at $L=\lambda$ by 5% for $\beta=0.5$ and 10% for $\beta=1$. A wall at another temperature leaves the balance $\Gamma_-=(1-\beta)\Gamma_+$ unchanged, but the returning radicals then have a different speed distribution and (3) no longer holds in general. A loss probability that varies with speed or angle must be averaged over the incident flux, and it can also change the speed and angular distribution of the returning radicals. In both cases the half-fluxes must be recalculated. The numerical output below gives the full set of values.

## Table of computed values

```
Black-wall extrapolation length / mean free path:
  closure 0.66667, integral 0.71045, transport 0.71045
Flux/(density*mean speed), dimensionless; columns:
  beta, derived, uncorrected beta/4, transport diffuse,
  transport specular, diffuse using actual wall density
  0.01 0.00251 0.00250 0.00251 0.00251 0.00251
  0.10 0.02632 0.02500 0.02623 0.02614 0.02650
  0.30 0.08824 0.07500 0.08722 0.08647 0.09037
  0.50 0.16667 0.12500 0.16310 0.16123 0.17446
  0.80 0.33333 0.20000 0.31935 0.31653 0.36603
  1.00 0.50000 0.25000 0.46919 0.46919 0.57735
Largest closure error in table, diffuse: 6.57 %
Largest closure error in table, specular: 6.57 %
Worked example
mass: 20 u
temperature: 400 K
mean free path: 1.0 mm
distance to wall: 10.0 mm
loss probability: 0.50
density at that distance: 1.000e+19 m^-3
mean speed: 650.73 m/s
diffusion coefficient: 0.21691 m^2/s
wall transfer speed, derived: 108.455 m/s
wall transfer speed, uncorrected: 81.341 m/s
diffusive resistance L/D: 0.046102 s/m
surface resistance 1/w: 0.009220 s/m
extrapolation length D/w: 2.0000 mm
density at wall: 1.6667e+18 m^-3
anisotropy a at wall: 0.5000
isotropic one-way flux: 2.7114e+20 m^-2 s^-1
incident flux: 3.6152e+20 m^-2 s^-1
reflected flux: 1.8076e+20 m^-2 s^-1
net flux: 1.8076e+20 m^-2 s^-1
net flux, converted: 1.8076e+16 cm^-2 s^-1
net flux, uncorrected condition: 1.7125e+20 m^-2 s^-1
uncorrected/derived flux - 1: -5.26 %
net flux, transport diffuse: 1.8010e+20 m^-2 s^-1
derived/transport diffuse - 1: 0.36 %
net flux, transport specular: 1.7975e+20 m^-2 s^-1
derived/transport specular - 1: 0.56 %
```
